# Lower-hybrid frequency of dense argon plasma in a 10 mT field

## Problem

A low-pressure argon source holds a uniform plasma of electrons and singly charged ions in a magnetic field \(B=10\) mT. The electron density is \(n=10^{11}\ \mathrm{cm^{-3}}\).

**(a)** For a short-wavelength oscillation with wave vector exactly perpendicular to the field, show that the dense-plasma frequency is \(f_0=\sqrt{\omega_{ce}\omega_{ci}}/(2\pi)\), and calculate it.

**(b)** Find the correction for finite density.

**(c)** Find the effect of the induced electric field at a perpendicular wavelength of 1 cm.

**(d)** Tilt the wave vector. What happens if half an axial wavelength fits into a 50 cm chamber? At what angle is there a resonance at 13.56 MHz?

**(e)** Estimate the damping at a gas pressure of 1 mTorr, and repeat the estimate at \(10^{12}\ \mathrm{cm^{-3}}\).

**(f)** Estimate the thermal shift at the wavelength of part (c).

Use an electron temperature \(T_e=3\) eV, an ion temperature \(T_i=0.05\) eV and a gas temperature of 400 K. Take a rough electron-neutral momentum-transfer coefficient of \(10^{-7}\ \mathrm{cm^3/s}\). For Coulomb friction use the standard rate
\[
\nu_{ei}=\frac{4\sqrt{2\pi}\,ne^4\ln\Lambda}{3(4\pi\varepsilon_0)^2\sqrt m\,T_e^{3/2}},\qquad
\Lambda=12\pi n\lambda_D^3,
\]
with \(\lambda_D=(\varepsilon_0T_e/ne^2)^{1/2}\). Temperatures in formulas are energies.

## Solution

### (a) The dense limit

Let \(m\) and \(M\) be the electron and ion masses and \(e>0\). The positive cyclotron frequencies are \(\omega_{ce}=eB/m\) and \(\omega_{ci}=eB/M\). Put the field along \(z\) and the wave vector along \(x\), and let perturbations vary as \(\exp(ikx-i\omega t)\). The plasma is at first cold and collisionless.

Continuity gives \(\delta n_s/n=kv_{sx}/\omega\) for each species \(s\). In a dense plasma a small charge imbalance would produce a very large field, so the two density perturbations are nearly equal. Both species therefore have the same \(x\) velocity, \(u\). Their \(x\) equations are
\[
M\dot u=eE_x+eBv_{iy},\qquad m\dot u=-eE_x-eBv_{ey}.
\]
Addition removes the unknown electric field:
\[
(M+m)\dot u=eB(v_{iy}-v_{ey}). \tag{1}
\]
At short wavelength the induced field \(E_y\) is negligible; part (c) restores it. The \(y\) equations are then
\[
M\dot v_{iy}=-eBu,\qquad m\dot v_{ey}=eBu. \tag{2}
\]
Differentiate (1) and insert (2):
\[
(M+m)\ddot u=-e^2B^2\left(\frac1M+\frac1m\right)u
=-\frac{e^2B^2(M+m)}{mM}u.
\]
The factor \(M+m\) cancels, leaving
\[
\omega_0^2=\frac{e^2B^2}{mM}=\omega_{ce}\omega_{ci}. \tag{3}
\]
Within this quasineutral model no expansion in \(m/M\) was needed.

The two masses enter through different motions. Equation (2) gives \(|v_{ey}|=(\omega_{ce}/\omega_0)|u|=\sqrt{M/m}\,|u|\), hence \(m|v_{ey}|^2=M|u|^2\). The light electrons swing quickly across the wave vector while the heavy ions move slowly along it, and these two motions have equal kinetic-energy amplitudes.

The argon atomic mass, 39.948 u, less one electron mass gives \(M/m=72\,820\). The electron cyclotron frequency is \(f_{ce}=eB/(2\pi m)=279.92\) MHz, so
\[
f_{ci}=\frac{279.92}{72\,820}=0.003844\ \mathrm{MHz},
\]
\[
f_0=\sqrt{f_{ce}f_{ci}}=\sqrt{279.92\times0.003844}=1.037\ \mathrm{MHz}.
\]
Thus \(f_0\approx1.04\) MHz, or \(\omega_0=6.52\times10^6\) rad/s. Taking the root of the product of ordinary frequencies already includes the division by \(2\pi\). Since \(f_0\propto B\), a 10% change in field changes this result by 10%.

### (b) How dense is dense?

To allow charge separation, calculate the response to \(E_x\) without assuming equal velocities. For a species of charge \(q_s\) and mass \(m_s\), let \(\Omega=q_sB/m_s\). Its equations are
\[
-i\omega v_x=\frac{q_s}{m_s}E_x+\Omega v_y,\qquad -i\omega v_y=-\Omega v_x.
\]
The second gives \(v_y=-i\Omega v_x/\omega\). Substitution in the first gives
\[
v_x=\frac{iq_s\omega E_x}{m_s(\omega^2-\Omega^2)}.
\]
The current is \(J_x=\sum_s nq_sv_{sx}\), and the relative permittivity is \(S=1+iJ_x/(\varepsilon_0\omega E_x)\). Hence
\[
S=1-\frac{\omega_{pe}^2}{\omega^2-\omega_{ce}^2}
-\frac{\omega_{pi}^2}{\omega^2-\omega_{ci}^2}, \tag{4}
\]
where \(\omega_{pe}^2=ne^2/(\varepsilon_0m)\) and \(\omega_{pi}^2=ne^2/(\varepsilon_0M)\). With no external charge, a longitudinal oscillation requires \(S=0\).

Both ratios \(\omega_{pe}^2/\omega_{ce}\) and \(\omega_{pi}^2/\omega_{ci}\) equal \(G=ne/(\varepsilon_0B)\). Putting the plasma terms over a common denominator therefore gives
\[
S=1-\frac{G(\omega_{ce}+\omega_{ci})(\omega^2-\omega_{ce}\omega_{ci})}
{(\omega^2-\omega_{ce}^2)(\omega^2-\omega_{ci}^2)}.
\]
The plasma contribution vanishes at \(\omega_0\), leaving the vacuum term, 1. That term causes the density correction.

For the lower root, \(\omega_{ci}^2\ll\omega^2\ll\omega_{ce}^2\). The denominator is approximately \(-\omega_{ce}^2\omega^2\), and \(G(\omega_{ce}+\omega_{ci})\approx\omega_{pe}^2\). Setting \(S=0\) gives
\[
-\omega_{ce}^2\omega^2=\omega_{pe}^2(\omega^2-\omega_0^2),
\]
\[
\omega^2=\frac{\omega_0^2}{1+q},\qquad q=\frac{\omega_{ce}^2}{\omega_{pe}^2}. \tag{5}
\]
The dense limit therefore means \(\omega_{pe}^2\gg\omega_{ce}^2\). In the opposite limit, \(\omega^2\to\omega_0^2\omega_{pe}^2/\omega_{ce}^2=\omega_{pi}^2\), provided that \(\omega_{pi}\gg\omega_{ci}\). The magnetic field then holds the electrons nearly fixed across the field, and the ions oscillate at their own plasma frequency.

At \(10^{11}\ \mathrm{cm^{-3}}\), \(\omega_{pe}/(2\pi)=2839\) MHz. Thus \(q=(279.92/2839)^2=0.00972\), and
\[
f=\frac{1.0373}{\sqrt{1.00972}}=1.032\ \mathrm{MHz}.
\]
This is 0.5% below \(f_0\). Numerical root finding for (4), at fixed field, gives:

| Density (cm\(^{-3}\)) | Frequency (MHz) |
|---|---|
| \(10^9\) | 0.739 |
| \(10^{10}\) | 0.990 |
| \(10^{11}\) | 1.032 |
| \(10^{12}\) | 1.037 |

The frequency approaches a ceiling instead of growing as \(\sqrt n\). At \(10^9\ \mathrm{cm^{-3}}\), \(q\) is close to one and the dense formula is no longer useful.

### (c) The induced field

Return to the quasineutral equations and restore \(E_y\). Write \(w=v_{iy}-v_{ey}\), so that \(J_y=new\). Equation (1) and the difference of the two \(y\) equations become
\[
-i\omega(M+m)u=eBw,
\]
\[
-i\omega w=e\left(\frac1M+\frac1m\right)(E_y-Bu). \tag{6}
\]
For a wave much slower than light, displacement current is negligible in the transverse Maxwell equation:
\[
k^2c^2E_y=\frac{i\omega J_y}{\varepsilon_0}=\frac{i\omega ne}{\varepsilon_0}w.
\]
Insert this field in (6) and move its term to the left. With \(\omega_p^2=\omega_{pe}^2+\omega_{pi}^2\),
\[
-i\omega\left(1+\frac{\omega_p^2}{k^2c^2}\right)w
=-\frac{eB(M+m)}{mM}u.
\]
Eliminating \(u=eBw/[-i\omega(M+m)]\) gives
\[
\omega^2=\frac{\omega_0^2}{1+\omega_p^2/(k^2c^2)}. \tag{7}
\]
The induced field adds inertia to the transverse current. At long wavelength, \(kc\ll\omega_p\), equation (7) becomes \(\omega\approx kc\,\omega_0/\omega_p\). This is a compressional magnetic wave whose frequency is proportional to \(k\), not a resonance at \(f_0\).

For a wavelength of 1 cm, replacing \(\omega_p\) by \(\omega_{pe}\) gives \(\beta=\omega_{pe}^2/(k^2c^2)=0.00897\). To first order the small corrections from charge separation and induction add in the denominator:
\[
f\approx\frac{1.0373}{\sqrt{1+0.00972+0.00897}}=1.028\ \mathrm{MHz}.
\]
Induction lowers the result of part (b) by 0.4%.

### (d) Why the angle matters

Let the wave vector make an angle \(\theta\) with the field. For short waves take \(\mathbf E=-\nabla\phi\), so that \(\mathbf E\) is parallel to \(\mathbf k\). Motion along \(z\) feels no magnetic force. The velocity of each species is \(v_z=iq_sE_z/(m_s\omega)\), and the parallel permittivity is
\[
P=1-\frac{\omega_{pe}^2+\omega_{pi}^2}{\omega^2}.
\]
The charge-free condition \(\mathbf k\cdot\mathbf D=0\) becomes
\[
S\sin^2\theta+P\cos^2\theta=0.
\]
For dense plasma and \(\omega_{ci}\ll\omega\ll\omega_{ce}\),
\[
S\approx\frac{\omega_{pe}^2}{\omega_{ce}^2}-\frac{\omega_{pi}^2}{\omega^2},\qquad
P\approx-\frac{\omega_{pe}^2}{\omega^2}.
\]
Multiply the condition by \(\omega^2\omega_{ce}^2/(\omega_{pe}^2\sin^2\theta)\), and use \(\omega_{pi}^2/\omega_{pe}^2=\omega_{ci}/\omega_{ce}\):
\[
\omega^2-\omega_{ce}\omega_{ci}-\omega_{ce}^2\cot^2\theta=0,
\]
\[
\omega^2=\omega_0^2\left(1+\frac Mm\cot^2\theta\right). \tag{8}
\]
A slight tilt lets electrons move freely along the field in response to the wave. The large mass ratio makes this response important. For a 1% rise in frequency,
\[
\cot\theta=\sqrt{\frac{1.01^2-1}{72\,820}}=5.25\times10^{-4},
\]
which is a tilt of only \(0.030^\circ\) from perpendicular.

With half an axial wavelength in 50 cm, the axial wavelength is 100 cm. The perpendicular wavelength is 1 cm, so \(k_z/k_x=\cot\theta=0.01\). Equation (8) gives
\[
f=1.0373\sqrt{1+72\,820(0.01)^2}=2.99\ \mathrm{MHz}.
\]
Numerical diagonalization of the cold two-fluid and Maxwell equations, which keeps finite density and the induced field, gives 2.95 MHz. The finite chamber has nearly tripled the frequency.

For a resonance at 13.56 MHz,
\[
\cot\theta=\sqrt{\frac{(13.56/1.0373)^2-1}{72\,820}}=0.0483,
\qquad \theta=87.2^\circ.
\]
This drive is still well below \(f_{ce}\), as (8) requires. It need not equal 1.04 MHz to meet a cold-plasma resonance; it meets one at a different wave angle. Whether an antenna excites that short wave is a separate question.

### (e) Collisions

Return to perpendicular propagation. Friction acts mainly on the fast transverse electron motion. The ion \(y\) velocity and the electron friction along \(x\) are smaller effects, suppressed by the mass ratio. Ion-neutral friction is omitted because its rate is low: a rough cross section of \(10^{-14}\ \mathrm{cm^2}\) gives about \(2\times10^4\ \mathrm{s^{-1}}\), far below the electron rates found below. With total electron momentum-loss rate \(\nu\),
\[
m(-i\omega+\nu)v_{ey}=eBu,\qquad -i\omega Mu=-eBv_{ey}.
\]
Eliminating \(u\) gives the dense-plasma result
\[
\omega^2+i\nu\omega-\omega_0^2=0.
\]
To include finite density, note that friction replaces \(m\) by \(m(1+i\nu/\omega)\). The low-frequency electron term in \(S\) is \(\omega_{pe}^2/\omega_{ce}^2=nm/(\varepsilon_0B^2)\), which is proportional to \(m\). Thus \(S=0\) becomes
\[
1+\frac{\omega_{pe}^2}{\omega_{ce}^2}\left(1+\frac{i\nu}{\omega}\right)
=\frac{\omega_{pi}^2}{\omega^2}.
\]
Multiplication by \(\omega^2\omega_{ce}^2/\omega_{pe}^2\) gives
\[
(1+q)\omega^2+i\nu\omega-\omega_0^2=0,
\]
\[
\omega=\frac{-i\nu\pm\sqrt{4(1+q)\omega_0^2-\nu^2}}{2(1+q)}. \tag{9}
\]
The negative imaginary part means that the amplitude decays at the rate \(\nu/[2(1+q)]\).

At 1 mTorr and 400 K, the ideal-gas law gives a neutral density of \(2.41\times10^{13}\ \mathrm{cm^{-3}}\). Multiplying by the rate coefficient gives \(\nu_{en}=2.4\times10^6\ \mathrm{s^{-1}}\). The Coulomb formula, with \(\ln\Lambda=12.45\), gives \(\nu_{ei}=0.70\times10^6\ \mathrm{s^{-1}}\). Their sum is \(3.1\times10^6\ \mathrm{s^{-1}}\).

Equation (9) gives an oscillation frequency of 1.00 MHz and an amplitude decay rate of \(1.5\times10^6\ \mathrm{s^{-1}}\). In one period the amplitude falls to \(\exp(-1.54/1.003)=0.22\) of its initial value. The frequency shift is small, but the resonance is broad.

At \(10^{12}\ \mathrm{cm^{-3}}\), with gas and temperatures held fixed, \(\ln\Lambda=11.30\) and \(\nu_{ei}=6.3\times10^6\ \mathrm{s^{-1}}\). The total rate is \(8.7\times10^6\ \mathrm{s^{-1}}\), and the oscillation frequency falls to 0.77 MHz. Higher density brings the lossless frequency closer to \(f_0\), yet makes the actual oscillation in this model less like the lossless one. For \(q\ll1\), in this cold model, oscillation ceases when \(\nu\) reaches \(2\omega_0=1.30\times10^7\ \mathrm{s^{-1}}\).

### (f) Thermal motion

Keep the wave vector perpendicular and omit collisions and induction. The electron distribution \(F_0\) is Maxwellian. Along an electron orbit the kinetic energy \(K\) changes at the rate
\[
\dot K=e\mathbf v\cdot\nabla\phi=e\left(\frac{d\phi}{dt}-\frac{\partial\phi}{\partial t}\right).
\]
Conservation of the distribution along the orbit gives \(d(\delta F)/dt=(F_0/T_e)\dot K\). Since \(\omega\ll\omega_{ce}\), the slow time derivative can be averaged over a gyration:
\[
\delta F=\frac{eF_0}{T_e}(\phi-\langle\phi\rangle).
\]
For gyroradius \(\rho\), this average contributes a Bessel factor \(J_0(k\rho)\). Returning from the guiding centre to the particle position contributes another. Therefore
\[
\frac{\delta n_e}{n}=\frac{e\phi}{T_e}(1-\Gamma_0),\qquad
b=\frac{k^2T_e}{m\omega_{ce}^2},
\]
\[
\Gamma_0=\int_0^\infty s e^{-s^2/2}J_0^2(\sqrt b\,s)\,ds.
\]
In Poisson's equation the electron term \(\omega_{pe}^2/\omega_{ce}^2\) is thus multiplied by \(g=(1-\Gamma_0)/b\). Using \(J_0^2(z)=1-z^2/2+3z^4/32+\cdots\), with \(\langle s^2\rangle=2\) and \(\langle s^4\rangle=8\), gives \(g\approx1-3b/4\).

The ions hardly gyrate in one wave period. An ion group moving at velocity \(v\) sees the frequency \(\omega-kv\), so \(1/\omega^2\) in the cold ion response becomes
\[
\left\langle\frac1{(\omega-kv)^2}\right\rangle
\approx\frac1{\omega^2}\left(1+\frac{3k^2T_i}{M\omega^2}\right).
\]
The linear term averages to zero, and \(\langle v^2\rangle=T_i/M\). The charge balance then gives, to first order in the ion correction,
\[
\omega^2\approx\frac{\omega_0^2}{q+g}+\frac{3k^2T_i}{M}. \tag{10}
\]
Here \(b=0.0673\), so \(g\approx0.95\). Also \(k^2T_i/M=(T_i/T_e)b\omega_0^2\), which makes the ion term \(0.0034\,\omega_0^2\). Equation (10) gives 1.06 MHz, as does numerical integration of the two velocity averages followed by root finding. This is 2.7% above the cold value of part (b). A finite electron orbit samples different phases of the wave, which weakens the electron response and raises the frequency.

### The result beside a real source

The chosen values are rough ones for a magnetized inductive or helicon argon source; 1 mTorr is towards the low-pressure end. The value 1.04 MHz is a useful scale, but a real source has finite length, and exactly perpendicular propagation cannot be taken for granted. In the example, replacing it by the half-wave condition changes the frequency from about 1.03 to 2.95 MHz. The half-wave condition is itself a model of the chamber ends, and the latter value omits collisions and heat. Heat matters more here than in part (f): \(3k_z^2T_e/(m\omega^2)\approx0.18\), and electron thermal motion raises the frequency by nearly 10%, to about 3.2 MHz. At 1 mTorr the amplitude of this tilted wave decays at about \(3\times10^6\ \mathrm{s^{-1}}\). Pressure sets another limit: at \(10^{11}\ \mathrm{cm^{-3}}\), with the other values fixed, equation (9) gives no oscillation above about 5 mTorr. That equation omits electron pressure. With isothermal electron pressure the dense-plasma relation becomes \((\omega^2-k^2T_e/M)(\omega+i\nu)=\omega_0^2\omega\). At somewhat higher gas pressure the lower-hybrid oscillation is then replaced by a damped ion-sound wave, which tends to \(k\sqrt{T_e/M}/(2\pi)=0.27\) MHz for the 1 cm wavelength.

The plasma was also taken as uniform. Suppose instead that the density changes across the field over a length \(L\), and that the wave runs at right angles to this gradient. The wave field \(E\) then makes the electrons drift along the gradient at speed \(E/B\), which changes their density by a fraction \(E/(BL\omega)\). In the uniform plasma the fraction is \(kE/(\omega_{ce}B)\). At \(\omega_0\) the two are equal when \(L=\sqrt{M/m}/k\), about 43 cm for the 1 cm wave. Adding the drift term to the charge balance gives \((1+q)\omega^2\pm\omega\,\omega_{ce}/(kL)-\omega_0^2=0\), with the sign set by the direction of travel. At \(L=43\) cm the frequency is 0.64 or 1.67 MHz instead of 1.03 MHz. For longer \(L\) the relative shift is about \(\pm\sqrt{M/m}/(2kL)\): 11% at 2 m and 1% at 20 m. The uniform results therefore apply to such waves only when \(L\) is much longer than 43 cm, which a laboratory source does not provide.
